# Dressing the Hamiltonian with Single Excitations: CCSD in CCD Form

**Q.** Coupled cluster with singles and doubles (CCSD) has many more terms than coupled cluster with doubles alone (CCD). You say that the extra terms can be hidden in the integrals. But $e^{-T_1}He^{T_1}$ is an infinite series of commutators. Why should it not contain three-electron operators?

**A.** Take real orthonormal orbitals and a closed-shell determinant $|0\rangle$, with $i,j,k,l$ occupied, $a,b,c,d$ virtual and $p,q,r,s$ arbitrary. In atomic units

$$H=\sum_{pq}h_{pq}\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}+\tfrac12\sum_{pqrs}(pq|rs)\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

In $(pq|rs)$ the functions $p,q$ belong to electron 1 and $r,s$ to electron 2. The singles operator is $T_1=\sum_{ai}t_{ai}\sum_\sigma a^\dagger_{a\sigma}a_{i\sigma}$. It conserves spin, so I drop the spin label and ask what it does to one operator. Using $a_ia^\dagger_p=\delta_{ip}-a^\dagger_pa_i$,

$$[a^\dagger_p,a^\dagger_aa_i]=a^\dagger_pa^\dagger_aa_i-\delta_{ip}a^\dagger_a+a^\dagger_aa^\dagger_pa_i=-\delta_{ip}a^\dagger_a,$$

because the first and last terms cancel by anticommutation. Likewise

$$[a_p,a^\dagger_aa_i]=\delta_{pa}a_i-a^\dagger_aa_pa_i-a^\dagger_aa_ia_p=\delta_{pa}a_i.$$

Now use $e^{-T_1}Ae^{T_1}=A+[A,T_1]+\frac12[[A,T_1],T_1]+\dots$. The first commutator of $a_i^\dagger$ contains virtual creators, which commute with $T_1$. That of $a_a$ contains occupied annihilators, which also commute with it. Both series stop:

$$a^\dagger_i\to a^\dagger_i-\sum_at_{ai}a^\dagger_a,\quad a_a\to a_a+\sum_it_{ai}a_i,\quad a^\dagger_a\to a^\dagger_a,\quad a_i\to a_i.$$

Inserting $e^{T_1}e^{-T_1}=1$ between all factors of $H$ transforms each factor separately. One operator becomes a sum of single operators of the same kind, so two creators and two annihilators stay two and two. No three-electron term can appear. Each factor is at most linear in $t$, so $\tilde H=e^{-T_1}He^{T_1}$ is at most quartic.

**Q.** Would the same argument not work for $T_2$?

**A.** No. The commutator of $a_i^\dagger$ with a term $a^\dagger_aa^\dagger_ba_ja_i$ leaves a product of three operators, so the number of factors grows. In a model with random integrals, six orbitals and four electrons, the part of $e^{-T_1}He^{T_1}|0\rangle$ beyond double excitations vanishes to rounding. With $T_2$ in place of $T_1$ its norm is 13.0 hartree. The size depends on the arbitrary integrals and amplitudes of the model; what matters is that it is not zero.

**Q.** Then give me the new integrals, with the signs.

**A.** Let $t$ be the $N\times N$ matrix whose virtual–occupied block is $t_{ai}$ and whose other blocks are zero. Then $t^2=0$, since its column index is occupied and its row index virtual. Define $X=1-t$ and $Y=1+t^{\mathsf T}$. The substitutions read $a^\dagger_{p}\to\sum_rX_{rp}a^\dagger_r$ and $a_q\to\sum_sY_{sq}a_s$. Collecting the coefficient of $a_r^\dagger a_s$ gives $\sum_{pq}X_{rp}h_{pq}Y_{sq}$, so

$$\tilde h=XhY^{\mathsf T}=(1-t)h(1+t).$$

In blocks, with repeated indices summed,

$$\tilde h_{ia}=h_{ia},\quad \tilde h_{ij}=h_{ij}+h_{ia}t_{aj},\quad \tilde h_{ab}=h_{ab}-t_{ai}h_{ib},$$
$$\tilde h_{ai}=h_{ai}+h_{ab}t_{bi}-t_{aj}h_{ji}-t_{aj}h_{jb}t_{bi}.$$

The two-electron integrals have two creation indices, $p$ and $r$, and two annihilation indices, $q$ and $s$:

$$(pq|rs)^\sim=\sum_{p'q'r's'}X_{pp'}Y_{qq'}X_{rr'}Y_{ss'}(p'q'|r's').$$

These are ordinary integrals over two sets of orbitals. Creation indices carry $L_i=\phi_i$ and $L_a=\phi_a-\sum_it_{ai}\phi_i$. Annihilation indices carry $R_i=\phi_i+\sum_at_{ai}\phi_a$ and $R_a=\phi_a$. Their overlap matrix is $XY^{\mathsf T}=(1-t)(1+t)=1-t^2=1$: the sets are biorthogonal, though neither is orthonormal in general. Physically, $T_1$ mixes virtual character into the occupied orbitals on the right, and the left virtual orbitals adjust to stay orthogonal to them.

For the random model, the matrix $e^{-T_1}He^{T_1}$ over all 225 determinants with two electrons of each spin was compared with the operator built from dressed integrals. They agree within $10^{-14}$ hartree. The fourfold commutator with $T_1$ survives and the fivefold one vanishes to rounding.

**Q.** Show me one I can do by hand.

**A.** Take one occupied orbital, 1, one virtual orbital, 2, and $t=0.1$. In hartree, let $h_{11}=-1.50$, $h_{12}=0.20$ and $h_{22}=-0.50$. Then

$$\tilde h_{11}=-1.50+0.1(0.20)=-1.480,\qquad \tilde h_{22}=-0.50-0.1(0.20)=-0.520,$$
$$\tilde h_{21}=0.20+0.1(-0.50)-0.1(-1.50)-0.01(0.20)=0.298,$$

while $\tilde h_{12}=0.200$ is untouched. The matrix is no longer symmetric, but its trace is still $-2.00$, as a similarity transformation requires.

For the repulsion take $(11|11)=0.70$, $(11|22)=0.60$, $(12|12)=0.20$, $(22|22)=0.65$, $(11|12)=0.10$ and $(12|22)=0.05$. The dressed pair 21 is $L_2R_1=(\phi_2-t\phi_1)(\phi_1+t\phi_2)$, that is, $(1-t^2)\phi_1\phi_2+t\phi_2\phi_2-t\phi_1\phi_1$. Hence

$$(21|12)^\sim=0.99(0.20)+0.1(0.05)-0.1(0.10)=0.193.$$

With both pairs dressed there are three squares and three cross terms:

$$(21|21)^\sim=0.19602+0.0065+0.0070+0.0099-0.0198-0.0120=0.18762.$$

The bare integrals $(12|12)$, $(21|12)$ and $(21|21)$ were all 0.20. Now there are three values.

**Q.** So you have lost permutational symmetry. How much?

**A.** Bare integrals over real orbitals are unchanged by three kinds of exchange: $p\leftrightarrow q$, $r\leftrightarrow s$, and the exchange of the two pairs. The first needs $L_pR_q=L_qR_p$, which fails in general because $L$ and $R$ differ. The second fails for the same reason. Pair exchange relabels the electrons, and both electrons are dressed alike, so

$$(pq|rs)^\sim=(rs|pq)^\sim$$

survives. The eightfold symmetry has become twofold. With $M=N(N+1)/2$, the number of distinct values rises from $M(M+1)/2$ to $N^2(N^2+1)/2$ for generic integrals. For $N=6$, $M=21$ and the numbers are 231 and 666, which agree with a count of distinct values in the random model. For large $N$ the ratio tends to 4.

The block $(ia|jb)$ is exempt from dressing: $L_i$ and $R_a$ are the original orbitals.

The root of the loss is that $1+t$ is not a real orthogonal matrix, so $L\neq R$. Unitarity alone would not be enough: a complex unitary rotation gives $L=R^*$ and in general also loses $p\leftrightarrow q$. A real orthogonal rotation would use the same matrix for creation and annihilation indices, giving $L=R$ and keeping all eight permutations.

**Q.** And the cost? A transformation with four indices looks like $N^8$.

**A.** It would be, if the four sums were done together. Done one at a time, a creation index requires

$$g_{aqrs}\leftarrow g_{aqrs}-\sum_it_{ai}\,g_{iqrs}.$$

With $O$ occupied and $V$ virtual orbitals, there are $VN^3$ elements to change and $O$ products for each. An annihilation index changes $ON^3$ elements with $V$ products each. Every step therefore costs $OVN^3$ multiplications, and all four cost $4OVN^3$. When $O$ and $V$ grow in proportion, this is $N^5$. It is repeated in each iteration, because $t_{ai}$ changes.

Compare the particle ladder of the doubles equations, $\sum_{cd}(ac|bd)^\sim t_{ij}^{cd}$, which costs $O^2V^4$. Multiplications counted during execution confirm both formulas. From $O=2,V=4$ to $O=4,V=8$ the dressing grows 32 times and the ladder 64 times.

**Q.** Then the dressing is negligible?

**A.** Not necessarily. Without using symmetry to save work in either contraction, the ratio is

$$\frac{4OVN^3}{O^2V^4}=\frac{4N^3}{OV^3}.$$

For $O=5$, $V=8$ it is $4(13^3)/(5\cdot8^3)=3.43$, so the dressing costs more than the ladder. For $O=20$, $V=200$ it is 0.266.

Two limits must be kept apart. If the molecule grows with $V=\kappa O$, the ratio is $4(1+\kappa)^3/(\kappa^3O)$ and falls as $1/O$. If the basis grows for a fixed molecule, $N/V\to1$ and the ratio tends to $4/O$. It does not vanish, since both costs then grow as $V^4$. Dressing the whole array is thus cheap for many electrons, not for a large basis as such. The whole array is not needed, however. With $\tau_{ij}^{cd}=t_{ij}^{cd}+t_{ci}t_{dj}$ and repeated indices summed,

$$(ai|bj)^\sim+(ac|bd)^\sim t_{ij}^{cd}=X_{ap}X_{br}\left[(pi|rj)+(pi|rd)t_{dj}+(pc|rj)t_{ci}+(pc|rd)\tau_{ij}^{cd}\right],$$

so $(ac|bd)^\sim$ need not be formed. The other blocks that the equations use cost at most of order $V^3$ at fixed $O$. The extra work relative to the ladder then falls roughly as $2O/V$ as the basis grows. The whole calculation remains $N^6$.

**Q.** Can I save effort by dressing the Fock matrix $f$ like $h$?

**A.** That would omit a term. The closed-shell Fock matrix of $\tilde H$ is

$$\tilde F_{pq}=\tilde h_{pq}+\sum_k\left[2(pq|kk)^\sim-(pk|kq)^\sim\right].$$

In each integral one $k$ is a creation index and stays $\phi_k$. The other is an annihilation index and becomes $\phi_k+\sum_ct_{ck}\phi_c$. The outer indices are transformed by $X$ and $Y$ as before. Therefore

$$\tilde F=(1-t)(f+\Delta)(1+t),\qquad \Delta_{pq}=\sum_{ck}t_{ck}\left[2(pq|kc)-(pc|kq)\right].$$

$\Delta$ is the change of the mean field caused by the changed occupied orbitals.

**Q.** Now the central claim. Where do the CCD equations come from?

**A.** $T_1$ and $T_2$ contain only virtual creators and occupied annihilators. These all anticommute, and each cluster operator has an even number of them, so $[T_1,T_2]=0$. With $T=T_1+T_2$,

$$e^{-T}He^{T}=e^{-T_2}e^{-T_1}He^{T_1}e^{T_2}=e^{-T_2}\tilde He^{T_2}.$$

CCSD requires the projections of this operator, acting on $|0\rangle$, on single and double excitations to vanish. The doubles projection is the CCD condition with $\tilde H$ for $H$. A singles condition remains, and it determines $t_{ai}$. So CCSD is CCD in form for the doubles, plus one more set of equations.

**Q.** CCD is usually derived for a Hermitian $H$. I want to see that nothing in it uses the lost symmetry.

**A.** Then I derive it without that symmetry. From here to the residuals, indices denote spin orbitals, and I write $p^\dagger$, $q$ for $a_p^\dagger$, $a_q$. Let $W_{pqrs}=(pr|qs)^\sim-(ps|qr)^\sim$, with zero for integrals that fail to conserve spin. Pair exchange gives $W_{pqrs}=-W_{qprs}=-W_{pqsr}$. The relation $W_{pqrs}=W_{rspq}$ is lost, and I shall not use it.

Relative to $|0\rangle$, Wick's theorem has two nonzero contractions: $cc^\dagger=1$ for virtual and $k^\dagger k=1$ for occupied orbitals. Normal ordering, marked by braces, gives

$$\tilde H=\langle0|\tilde H|0\rangle+\sum\tilde F_{pq}\{p^\dagger q\}+\tfrac14\sum W_{pqrs}\{p^\dagger q^\dagger sr\},\quad T_2=\tfrac14\sum t_{ij}^{ab}a^\dagger b^\dagger ji.$$

Contractions arise only with $\tilde H$ to the left of $T_2$, so commutators keep just the terms in which every $T_2$ is contracted with $\tilde H$.

Count the excitation rank. $T_2$ raises it by 2, and parts of $\tilde H$ change it by $-2$ to $+2$. To end at doubles, we need a part of $+2$ with no $T_2$, of $0$ with one, or of $-2$ with two. Three $T_2$ end at rank 4 or higher. Hence $\tilde F_{ai}$ (rank $+1$) and $\tilde F_{kc}$ (rank $-1$) are absent from the doubles equations.

**Q.** Factors and signs, please.

**A.** The result must be $\frac14\sum R_{ij}^{ab}a^\dagger b^\dagger ji$, with $R$ antisymmetric in $ij$ and in $ab$. Write $P(ab)Z_{ab}=Z_{ab}-Z_{ba}$. The terms linear in $T_2$ follow, with repeated indices summed.

- $\tilde F_{bc}$: $c$ can meet either creator, so the factor is $2\cdot\frac14=\frac12$. Antisymmetrizing turns $\frac12Z_{ab}$ into $\frac14P(ab)Z_{ab}$. Since $\{b^\dagger c\}c^\dagger j$ gives $+b^\dagger j$, the term is $+P(ab)\tilde F_{bc}t_{ij}^{ac}$.
- $\tilde F_{kj}$: the count is the same, but $\{k^\dagger j\}b^\dagger k$ gives $jb^\dagger=-b^\dagger j$. The term is $-P(ij)\tilde F_{kj}t_{ik}^{ab}$.
- $W_{abcd}$ and $W_{klij}$: two pairings give $\frac14\cdot\frac14\cdot2=\frac14\cdot\frac12$, with plus signs because the contracted pairs are nested.
- $W_{kbcj}$: four equal arrangements of $W$ and four of $t$ cancel both factors $\frac14$. Contracting $\{k^\dagger c\}\{b^\dagger j\}$ with $(a^\dagger i)(c^\dagger k)$ gives $+a^\dagger ib^\dagger j=+a^\dagger b^\dagger ji$.

Thus $0=R_{ij}^{ab}$ with

$$\begin{aligned}R_{ij}^{ab}={}&W_{abij}+P(ab)\tilde F_{bc}t_{ij}^{ac}-P(ij)\tilde F_{kj}t_{ik}^{ab}+\tfrac12W_{abcd}t_{ij}^{cd}\\&+\tfrac12W_{klij}t_{kl}^{ab}+P(ij)P(ab)W_{kbcj}t_{ik}^{ac}+Q_{ij}^{ab}.\end{aligned}$$

The quadratic part $Q$ comes from $\frac12[[\tilde H,T_2],T_2]$ with $W_{klcd}$:

$$\begin{aligned}Q_{ij}^{ab}=W_{klcd}\big[&\tfrac14t_{ij}^{cd}t_{kl}^{ab}+\tfrac12P(ij)P(ab)t_{ik}^{ac}t_{jl}^{bd}\\&-\tfrac12P(ab)t_{ij}^{ac}t_{kl}^{bd}-\tfrac12P(ij)t_{ik}^{ab}t_{jl}^{cd}\big].\end{aligned}$$

Here is the count.

- First term: the choice of which $T_2$ takes $c,d$ cancels the $\frac12$. What remains is $\frac14(\frac14\cdot2)^2=\frac14\cdot\frac14$, each $T_2$ having two pairings. Both contracted pairs are nested, so the sign is plus.
- Second: $\frac12\cdot\frac14\cdot4\cdot(\frac14\cdot4)^2=\frac12$, shared among the four terms of $P(ij)P(ab)$. The first 4 counts which of $k,l$ and which of $c,d$ go to the first $T_2$; each $T_2$ offers two creators and two annihilators, hence $\frac14\cdot4$. Writing $k^\dagger l^\dagger dc=(k^\dagger c)(l^\dagger d)$ and contracting with $(a^\dagger i)(c^\dagger k)$ and $(b^\dagger j)(d^\dagger l)$ leaves $+a^\dagger ib^\dagger j=+a^\dagger b^\dagger ji$.
- Third and fourth: $\frac12\cdot\frac14\cdot2\cdot2\cdot1\cdot\frac12=\frac14$, shared between two terms. One $T_2$ is contracted once and the other three times. The 2s count which $T_2$ is contracted once and which of $c,d$ (third term) or $k,l$ (fourth term) it takes. The triply contracted $T_2$ gives $\frac14\cdot2\cdot2=1$, and the singly contracted one gives $\frac14\cdot2=\frac12$. The sign is that of $k^\dagger c$ meeting $b^\dagger k$, which leaves $cb^\dagger=-b^\dagger c$; the last term has the same reversal for a hole line.

**Q.** And the equations that are not CCD?

**A.** To end at singles we need rank $+1$ with no $T_2$, or $-1$ with one. The same counting gives

$$0=\tilde F_{ai}+\tilde F_{kc}t_{ik}^{ac}+\tfrac12W_{kacd}t_{ki}^{cd}-\tfrac12W_{klci}t_{kl}^{ca}.$$

For $\tilde F_{kc}$ the factor is $\frac14\cdot4=1$, and $\{k^\dagger c\}$ with $(a^\dagger i)(c^\dagger k)$ leaves $+a^\dagger i$. For each $W$ term, two equal arrangements of $W$, two pairings of the doubly contracted index pair and two choices of the remaining index of $t$ give $\frac14\cdot2\cdot\frac14\cdot2\cdot2=\frac12$. In the $W_{kacd}$ term, $(k^\dagger c)(a^\dagger d)$ with $(c^\dagger k)(d^\dagger i)$ leaves $+a^\dagger i$. In the $W_{klci}$ term, $(k^\dagger c)(l^\dagger i)$ meets $(c^\dagger k)(a^\dagger l)$, and the minus sign comes from $\{l^\dagger i\}a^\dagger l\to-a^\dagger i$. The energy is $E=\langle0|\tilde H|0\rangle+\frac14W_{ijab}t_{ij}^{ab}$, plus the nuclear repulsion for a molecule. $W_{ijab}$ is bare.

These formulas were tested at arbitrary amplitudes, not just at a solution. The energy and both residuals agree within $10^{-14}$ hartree with projections of $e^{-T}He^T|0\rangle$ computed from the bare Hamiltonian.

If $T_2=0$ and the orbitals are Hartree–Fock orbitals, $t_{ai}=0$ solves the singles equation, because $\tilde F_{ai}=f_{ai}=0$. With $T_2$ present, the last two terms are in general nonzero even at $t_{ai}=0$. Correlation then drives the singles.

**Q.** Does it reproduce CCSD for a real molecule?

**A.** Take water with O–H distances of 0.96 Å and an angle of 104.5°, in the 6-31G basis, with all electrons correlated. There are 5 occupied and 8 virtual orbitals. The dressed equations and a conventional CCSD calculation both give $-76.119529$ hartree ($-2071.3$ eV); the test required agreement within $10^{-7}$ hartree. This is a small-basis value without connected triples, higher excitations or relativity, so it is no prediction of experiment. In the cc-pVTZ basis the CCSD energy is $-76.338$ hartree, 0.22 hartree lower.

The largest $|t_{ai}|$ is 0.011. Exchanging $p$ and $q$ changes a dressed integral by up to 0.0063 hartree, while pair exchange holds to rounding. Dressing $f$ without $\Delta$ would put an error of up to 0.0087 hartree into an element of $\tilde F$. These three sizes depend on the basis: they are 0.0075, 0.0046 and 0.0043 in cc-pVDZ, and 0.022, 0.015 and 0.016 in aug-cc-pVDZ.

**Q.** What do the singles contribute to the energy?

**A.** In $\langle0|\tilde H|0\rangle$ all creation indices are occupied, so the only change is $\phi_i\to\phi_i+\sum_at_{ai}\phi_a$ in the annihilation positions. Returning to spatial orbitals and sorting by powers of $t$,

$$\langle0|\tilde H|0\rangle-\langle0|H|0\rangle=2\sum_{ai}f_{ia}t_{ai}+\sum_{aibj}t_{ai}t_{bj}\left[2(ia|jb)-(ib|ja)\right].$$

For Hartree–Fock orbitals the linear term vanishes and a small quadratic one remains. In millihartree it is $+0.024$ for water, and the $T_2$ part is $-135.612$. Their sum, taken before rounding, is the correlation energy, $-135.589$.

CCD gives $-76.118836$ hartree, a correlation energy of $-134.896$ millihartree. Including singles thus changes the $T_2$ part by $-0.716$ and adds $+0.024$ directly, a net $-0.692$ millihartree. The sizes depend on the basis: the direct term and the net change are $+0.016$ and $-0.74$ in cc-pVDZ, $+0.101$ and $-1.40$ in aug-cc-pVDZ, and $+0.033$ and $-1.17$ in cc-pVTZ, with the same signs throughout. In this partition the lowering comes from the changed doubles amplitudes, since the integrals $W_{ijab}$ that multiply them are the same in both calculations.

**Q.** Would the scheme survive a different one-electron operator in the exponent?

**A.** The two-electron form would. For $K=\sum K_{pq}a_p^\dagger a_q$, the commutator is $[a_p^\dagger,K]=-\sum_ra_r^\dagger K_{rp}$. Repeating it builds the matrix $e^{-K}$, and creators again become sums of creators. What is special to $T_1$ is $t^2=0$, which reduces $e^{-t}$ to $1-t$ and ends the dressing at fourth order. The numerical output gives the remaining digits of the tests and of the water calculation.

## Computed results

```
Model: orbitals 6, occupied 2, determinants 225
Model: largest operator-identity error 5.3e-15 hartree
Model: largest element of 4-fold commutator 2.98e-01 hartree
Model: largest element of 5-fold commutator 8.2e-16 hartree
Model: coupling of |0> above doubles, T1 only 1.2e-15 hartree
Model: coupling of |0> above doubles, T2 only 12.994 hartree
Model: error of energy 7.8e-16 hartree
Model: error of singles residual 2.2e-15 hartree
Model: error of doubles residual 3.6e-15 hartree
Model: distinct (pq|rs), bare 231, dressed 666
Multiplications O=2 V=4: dressing 6912, ladder 1024
Multiplications O=4 V=8: dressing 221184, ladder 65536
Multiplications O=5 V=8: dressing 351520, ladder 102400
Growth on doubling O and V: dressing 32, ladder 64
Dressing/ladder ratio, O=5 V=8: 3.43
Dressing/ladder ratio, O=20 V=200: 0.266
Two-orbital model (1 occupied, 2 virtual): t = 0.1
  bare h11, h12, h22: -1.50, 0.20, -0.50 hartree
  dressed h11, h12: -1.4800, 0.2000 hartree
  dressed h21, h22: 0.2980, -0.5200 hartree
  bare (11|11), (11|22), (12|12): 0.70, 0.60, 0.20 hartree
  bare (22|22), (11|12), (12|22): 0.65, 0.10, 0.05 hartree
  dressed (12|12), (21|12): 0.200000, 0.193000 hartree
  dressed (12|21), (21|21): 0.193000, 0.187620 hartree
Water: O-H 0.96 angstrom, angle 104.5 degrees, basis 6-31g
Water: orbitals 13, occupied 5, virtual 8
Water: Hartree-Fock energy -75.98394030 hartree
Water: CCD energy -76.11883649 hartree
Water: CCSD energy, dressed CCD form -76.11952881 hartree
Water: CCSD energy, conventional -76.11952881 hartree
Water: CCSD correlation energy -0.13558851 hartree
Water: <0|dressed H|0> minus HF 0.00002371 hartree
Water: T2 part of CCSD energy -0.13561223 hartree
Water: CCSD minus CCD -0.6923 millihartree
Water: iterations 24, largest |t1| 0.01077
Water: largest t1 difference from conventional 2.5e-08
Water: largest t2 difference from conventional 1.1e-08
Water: largest |(pq|rs)-(qp|rs)|, dressed 0.00628 hartree
Water: largest |(pq|rs)-(rs|pq)|, dressed 6.3e-15 hartree
Water: largest dressed |F_ai| 0.01276 hartree
Water: largest dressed |F_ia| 0.00174 hartree
Water: error if only f is dressed 0.00869 hartree
```
